# Coupling of an External Electron to Surface Phonons of a Polar Half-Space, part 2

An electron of charge $-e$ is in vacuum at height $z$ above a polar insulator that fills $z<0$. How strongly does it couple to the surface phonons? Units are SI, $\varepsilon_v$ is the vacuum permittivity, $c$ is the speed of light, and fields are treated as electrostatic. In the plane, $\mathbf r$ is position and $\mathbf q$ wavevector; $A$ is the area of the face. The solid's relative permittivity $\epsilon(\omega)$ is $\epsilon_\infty$ far above the lattice resonances and $\epsilon_0$ at $\omega=0$.

For one resonance of transverse frequency $\omega_T$, the scaled lattice displacement $\mathbf w$ obeys

$$\ddot{\mathbf w}=-\omega_T^2\mathbf w+\gamma\mathbf E,\qquad \gamma^2=\varepsilon_v(\epsilon_0-\epsilon_\infty)\,\omega_T^2 .$$

Only the patterns $\mathbf w=b\nabla e^{i\mathbf q\cdot\mathbf r+qz}$ couple to the electron; the bulk vibrations do not. Such a pattern produces the field $-\gamma\mathbf w/[\varepsilon_v(\epsilon_\infty+1)]$ inside and a potential of amplitude $\gamma b/[\varepsilon_v(\epsilon_\infty+1)]$ at the face. It is quantized by $b=Q_q/\sqrt{Aq}$ and $Q_q=\sqrt{\frac{\hbar}{2\omega_S}}\,(a_q+a_{-q}^\dagger)$. The surface phonon frequency $\omega_S$ satisfies $\epsilon(\omega_S)=-1$, which gives

$$\omega_S^2=\omega_T^2\,\frac{\epsilon_0+1}{\epsilon_\infty+1} .$$

The interaction and the squared coupling are

$$V_{int}=\sum_qM_q\,e^{i\mathbf q\cdot\mathbf r-qz}(a_q+a_{-q}^\dagger),$$

$$|M_q|^2=\frac{e^2\hbar\omega_S}{2\varepsilon_vAq}\,C,\qquad
C=\frac{\epsilon_0-\epsilon_\infty}{(\epsilon_\infty+1)(\epsilon_0+1)}=\frac1{\epsilon_\infty+1}-\frac1{\epsilon_0+1} .$$

This was tested numerically on a slab of depth $8/q$, divided into 120 layers and grounded at the bottom, with the displacement in every layer free to move. In slab units $e$, $\hbar$, $\varepsilon_v$ and $A$ are 1; the one-resonance test also had $q=1$, so that the formula predicts $|M|^2/C=\omega_S/2$.

Real insulators such as silica have more than one strong infrared band. Does the result survive?

**A:** The sum over modes does. Let resonance $j$ have frequency $\omega_{Tj}$, strength $S_j$ and $\gamma_j^2=\varepsilon_vS_j\omega_{Tj}^2$, so that

$$\epsilon(\omega)=\epsilon_\infty+\sum_j\frac{S_j\omega_{Tj}^2}{\omega_{Tj}^2-\omega^2} .$$

All resonances use the same spatial pattern and feel the same field. With $g=1/[\varepsilon_v(\epsilon_\infty+1)]$ their amplitudes obey

$$\ddot Q_i=-\omega_{Ti}^2Q_i-g\gamma_i\sum_j\gamma_jQ_j .$$

In matrix form $\ddot Q=-TQ$, with $T=D+g\gamma\gamma^T$ and $D$ the diagonal matrix of $\omega_{Ti}^2$. Let $u_s$ be the normalized eigenvectors and $\omega_s^2$ the eigenvalues. Mode $s$ produces an outside potential proportional to $g\,\gamma\cdot u_s$, and quantizing it as before gives

$$|M_{qs}|^2=\frac{e^2\hbar g^2(\gamma\cdot u_s)^2}{2\omega_sAq}\equiv\frac{e^2\hbar\omega_s}{2\varepsilon_vAq}C_s,\qquad C_s=\frac{\varepsilon_vg^2(\gamma\cdot u_s)^2}{\omega_s^2} .$$

**Q:** And the sum of these weights?

**A:** Since $\sum_su_su_s^T/\omega_s^2=T^{-1}$, we need $y=\gamma^TT^{-1}\gamma$. Let $x=T^{-1}\gamma$, so $y=\gamma\cdot x$ and $Dx+g\gamma y=\gamma$. Multiply by $\gamma^TD^{-1}$ and define $G=\gamma^TD^{-1}\gamma$:

$$y+gGy=G\quad\Rightarrow\quad y=\frac{G}{1+gG} .$$

Here $G=\sum_j\gamma_j^2/\omega_{Tj}^2=\varepsilon_v(\epsilon_0-\epsilon_\infty)$ and $1+gG=(\epsilon_0+1)/(\epsilon_\infty+1)$. Therefore

$$\sum_sC_s=\varepsilon_vg^2y=\frac{\epsilon_0-\epsilon_\infty}{(\epsilon_\infty+1)(\epsilon_0+1)}=C .$$

So $\sum_s|M_{qs}|^2/\hbar\omega_s$ is fixed by the two end values of the permittivity, however many resonances lie between them.

**Q:** I may want the individual weights.

**A:** The eigenvalue equation reads $(\omega_s^2-\omega_{Ti}^2)u_i=g\gamma_i(\gamma\cdot u)$. Divide by the bracket, multiply by $\gamma_i$ and sum. For distinct resonances of nonzero strength $\gamma\cdot u\neq0$, so it cancels:

$$1=g\sum_i\frac{\gamma_i^2}{\omega_s^2-\omega_{Ti}^2}\quad\Rightarrow\quad\epsilon_\infty+1=-[\epsilon(\omega_s)-\epsilon_\infty]\quad\Rightarrow\quad\epsilon(\omega_s)=-1 .$$

Normalization gives $1=g^2(\gamma\cdot u)^2\sum_i\gamma_i^2/(\omega_s^2-\omega_{Ti}^2)^2$. The same sum appears in the slope of the permittivity, $\epsilon'(\omega_s)=(2\omega_s/\varepsilon_v)\sum_i\gamma_i^2/(\omega_s^2-\omega_{Ti}^2)^2$. Hence $g^2(\gamma\cdot u)^2=2\omega_s/(\varepsilon_v\epsilon')$ and

$$C_s=\frac{2}{\omega_s\,\epsilon'(\omega_s)} .$$

**Q:** Put in numbers for silica.

**A:** I take rough typical values: $\epsilon_\infty=2.10$, a resonance at 56 meV of strength 1.00 and one at 133 meV of strength 0.80. Then $\epsilon_0=3.90$ and

$$C=\frac1{3.10}-\frac1{4.90}=0.3226-0.2041=0.1185 .$$

The condition $\epsilon=-1$ gives surface phonons at 62.4 and 150.0 meV, with weights 0.0466 and 0.0719. Their sum is 0.1185.

The layered slab, now with two resonances, has 480 modes. Two of them couple to the outside. Their frequencies and squared couplings agree with these formulas within a relative $10^{-5}$, both at $q=1$ and at $q=0.5$ in slab units, which also tests the factor $1/q$.

**Q:** Could I not just use an intermediate permittivity and treat each band alone?

**A:** That is an approximation for well-separated bands. For the lower band, let the upper one respond as it does at zero frequency, so the effective electronic value is $2.10+0.80=2.90$. In fact its response at 62.4 meV is larger by the factor $133^2/(133^2-62.4^2)=1.28$. For the upper band, neglect the response of the lower one. This gives $1/3.90-1/4.90=0.0523$ for the lower mode and $1/3.10-1/3.90=0.0662$ for the upper. Relative to the full weights, the lower is 12% too large and the upper 8% too small. The absolute errors are equal and opposite, because the intermediate value cancels in the sum.

**Q:** I would like a check that does not involve phonons at all.

**A:** Hold the electron still and compare energies. With $\lambda_q=M_qe^{-i\mathbf q\cdot\mathbf r-qz}$, each mode has the Hamiltonian

$$\hbar\omega a^\dagger a+\lambda^*a+\lambda a^\dagger=\hbar\omega\Big(a^\dagger+\frac{\lambda^*}{\hbar\omega}\Big)\Big(a+\frac{\lambda}{\hbar\omega}\Big)-\frac{|\lambda|^2}{\hbar\omega} .$$

The oscillator is displaced and its energy falls by $|\lambda|^2/\hbar\omega$. Sum over modes, with $\sum_q\to A\int q\,dq/2\pi$:

$$\Delta E=-\frac{e^2C}{4\pi\varepsilon_v}\int_0^\infty e^{-2qz}dq=-\frac{e^2C}{8\pi\varepsilon_vz} .$$

Now use electrostatics. Below the charge, its potential at wavevector $q$ varies as $e^{qz}$. Let the face add $Re^{-qz}$ above and let $te^{qz}$ be the total below. Continuity of $\varphi$ gives $1+R=t$, and continuity of $D_z$ gives $1-R=\epsilon t$, so $R=-(\epsilon-1)/(\epsilon+1)$. The added part is the field of an image charge, $R$ times the original, at the mirror position a distance $2z$ away. Its energy carries a factor one half because the image is induced:

$$U(\epsilon)=-\frac{e^2}{16\pi\varepsilon_vz}\,\frac{\epsilon-1}{\epsilon+1},\qquad\frac{\epsilon-1}{\epsilon+1}=1-\frac2{\epsilon+1} .$$

Subtracting the electronic part from the static one gives $U(\epsilon_0)-U(\epsilon_\infty)=-2Ce^2/(16\pi\varepsilon_vz)$, which equals $\Delta E$. The difference of two fractions is the image attraction that the lattice adds to that of the electrons.

For silica at $z=30$ nm, with $e^2/4\pi\varepsilon_v=1.440$ eV nm, the phonon part is $-1.440\times0.1185/60$ eV $=-2.84$ meV. The image formula gives $-7.10$ meV in total and $-4.26$ meV from the electrons, so it agrees.

**Q:** A static energy is hard to observe. Where would the coupling show up directly?

**A:** In vibrational energy-loss spectroscopy, with an electron beam passing outside the solid. Let the electron move at speed $v$ along $x$, at height $z$, over a length $L$. Its energy is so large that the path may be prescribed. Then $\lambda_q(t)=M_qe^{-iq_xvt-qz}$ drives each oscillator by $i\hbar\dot a=\hbar\omega_sa+\lambda_q(t)$. Starting from the ground state, the mean phonon number is

$$n_q=\frac{|M_q|^2e^{-2qz}}{\hbar^2}\Big|\int_0^{L/v}e^{i(\omega_s-q_xv)t}dt\Big|^2 .$$

For a long path the squared integral tends to $2\pi(L/v)\,\delta(\omega_s-q_xv)=2\pi(L/v^2)\,\delta(q_x-\omega_s/v)$. Sum over modes with $A\int d^2q/4\pi^2$:

$$P_s=\frac{e^2\omega_sC_sL}{4\pi\varepsilon_v\hbar v^2}\int_{-\infty}^{\infty}\frac{e^{-2qz}}{q}dq_y .$$

Put $q_y=(\omega_s/v)\sinh t$. Then $q=(\omega_s/v)\cosh t$ and $dq_y/q=dt$, and the integral is $2K_0(2\omega_sz/v)$, with $K_0$ the modified Bessel function. So

$$P_s=\frac{e^2\omega_sC_sL}{2\pi\varepsilon_v\hbar v^2}K_0\!\Big(\frac{2\omega_sz}{v}\Big) .$$

**Q:** How many phonons is that?

**A:** Take a 30 keV beam, $z=30$ nm and $L=5$ µm. The speed is $0.328c$ and $\hbar v=64.80$ eV nm. In terms of $E_s=\hbar\omega_s$ the prefactor is $2(e^2/4\pi\varepsilon_v)E_sC_sL/(\hbar v)^2$. For the upper mode,

$$P=\frac{2\times1.440\times0.1500\times0.0719\times5000}{64.80^2}\,K_0(0.139)=0.0370\times2.10=0.078 .$$

The lower mode gives $0.00998\times2.97=0.030$. Together that is 0.1075 phonons per electron.

**Q:** Can the dielectric function confirm this?

**A:** Yes, through the drag of the reflected field. That field at the electron is fixed by $R=-\Gamma$, where $\Gamma(\omega)=(\epsilon-1)/(\epsilon+1)$ and $\omega=q_xv$. The reflected potential at the electron is $\int(d^2q/4\pi^2)\,\Gamma e\,e^{-2qz}/(2\varepsilon_vq)$. Its slope along $x$ brings down $iq_x$. The power lost, $eE_xv$, keeps the part of $\Gamma$ odd in frequency:

$$\frac{e^2}{8\pi^2\varepsilon_v}\int d^2q\,\frac{\omega\,\mathrm{Im}\,\Gamma}{q}e^{-2qz} .$$

Fold negative $q_x$ onto positive, divide by $\hbar\omega$ and multiply by the time $L/v$:

$$P=\frac{e^2L}{2\pi^2\varepsilon_v\hbar v^2}\int_0^\infty d\omega\,\mathrm{Im}\,\Gamma(\omega)\,K_0\!\Big(\frac{2\omega z}{v}\Big) .$$

Near a surface phonon $\Gamma\approx-2/[\epsilon'(\omega-\omega_s+i0)]$, so $\mathrm{Im}\,\Gamma=(2\pi/\epsilon')\delta(\omega-\omega_s)=\pi\omega_sC_s\delta(\omega-\omega_s)$, and the earlier $P_s$ returns. Numerical integration with both bands given a width of 0.2 meV yields 0.1074, against 0.1075 from the couplings.

**Q:** Real bands are broader, and a third of the speed of light is not slow. How wrong is the electrostatic field?

**A:** With a rough width of 6 meV the loss is about 0.98 of the undamped value (0.982 with the energy integral cut at 0.4 eV, 0.983 with the tail above it included). For retardation, let $\kappa=\sqrt{q^2-\omega^2/c^2}$ and $\kappa'=\sqrt{q^2-\epsilon\omega^2/c^2}$. The beam current creates a vector potential $A_x\propto e^{\kappa z}/\kappa$, and the Lorenz condition gives $\varphi=c^2q_xA_x/\omega$. The in-plane field along $\mathbf q$ is $-iA_xq_xc^2\kappa^2/(\omega q)$, and across it $-i\omega A_xq_y/q$. Reflection multiplies them by $-r_p$ and $r_s$, with $r_p=(\epsilon\kappa-\kappa')/(\epsilon\kappa+\kappa')$ and $r_s=(\kappa-\kappa')/(\kappa+\kappa')$. Projecting back on $x$ shows that the loss integral changes by

$$\frac{\Gamma e^{-2qz}}{q}\;\to\;\frac{e^{-2\kappa z}}{\kappa}\,\frac{\kappa^2r_p+(v/c)^2q_y^2r_s}{q^2} .$$

At equal damping this raises the phonon number by 2.8% relative to the electrostatic value.

**Q:** What else would a real measurement on silica disturb?

**A:** The permittivities are rough typical values for fused silica, and 30 keV is a realistic beam energy. The 5 µm grazing path is long; I chose it so that $L$ exceeds $v/\omega_s$, which is 1038 nm for the lower mode and 432 nm for the upper. With sharp path ends, this length changes the phonon numbers by less than 1%. The correction oscillates with $L$, so $L>v/\omega_s$ alone does not guarantee this: at 3.3 µm it is about 3% for the lower mode. A weak third band at 100 meV with strength 0.10, added on top of the other two, would move $\epsilon_0$ to 4.00 and raise $C$ to 0.1226, or by 3.4%. If $\epsilon_0$ is held at 3.90 instead, $C$ does not change and only the individual weights shift. At 300 K the lower mode has an occupation of 0.098, which raises its emission by about 10% and adds energy gains; for the upper mode the occupation is 0.003. For a cold solid, the probability of two or more phonons per electron is 0.5%. The static image force would deflect the beam by about 0.05 nm; the lattice cannot follow so fast a beam, so in the electrostatic treatment the deflection is nearer the electronic value of 0.03 nm. Both are little beside 30 nm, and the recoil energy at $q=1/(2z)$ is 0.01 meV.

The half-space is also an assumption, and a thin film breaks it. The slowest-decaying fields reach a depth $v/\omega_s$, so their reflection from the back of a layer of thickness $d$ carries a factor $e^{-2\omega_sd/v}$. For the lower mode this is about 2% at $d=2$ µm. An interlayer film of a few hundred nanometres is therefore not a half-space for this beam, and its two faces and its substrate must be included. Surface charging, roughness and beam divergence are not estimated here.

**Q:** Then what may I safely quote?

**A:** For a thick, isotropic polar insulator without mobile carriers, facing vacuum, and at given $q$ and height, with $q$ much larger than $\omega_S/c$ and much smaller than the inverse lattice spacing, quote $|M_q|^2/\hbar\omega_S\propto C$, or $|M_q|^2\propto C$ at fixed surface frequency. With several bands, use $C$ for the sum of $|M_{qs}|^2/\hbar\omega_s$, and the slope of $\epsilon$ for each mode. Take that slope from the permittivity with damping left out. The real part of a damped permittivity has a different slope where it passes $-1$, and for a broad band it may not reach $-1$ at all. The remaining values are in the numerical output below. The values of $|M|\sqrt A$ listed there are taken at the face, without the factor $e^{-qz}$, for the wavevector $q=1/(60\ \text{nm})$.

## Table of computed values

```
electronic / static permittivity: 2.10 / 3.90
intermediate permittivity: 2.90
resonance: energy 56.0 meV, strength 1.00
resonance: energy 133.0 meV, strength 0.80
slab modes: 480 in all, 2 couple outside
one resonance, |M|^2/C in slab units, three permittivity pairs
  (2,3), (2,12), (5,20):
  fixed w_S = 1: 0.5000 0.5000 0.5000
  fixed w_T = 1: 0.5774 1.0408 0.9354
total weight C: 0.11850
sum of mode weights: 0.11850
beam energy: 30 keV, v/c = 0.3284
height: 30 nm, path: 5000 nm
hbar v: 64.80 eV nm
e^2/(4 pi eps_v): 1.4400 eV nm
typical wavevector 1/(2z): 0.01667 1/nm
lower surface phonon energy: 62.42 meV
  weight C_s: 0.04664, shortcut: 0.05233
  |M| sqrt(A) at z=0, q=1/(2z): 1.257 eV nm
  mean phonon number: 0.0297
  field depth v/w_s: 1038 nm
  occupation at 300 K: 0.0982
  finite path / long path: 1.007
upper surface phonon energy: 150.02 meV
  weight C_s: 0.07186, shortcut: 0.06617
  |M| sqrt(A) at z=0, q=1/(2z): 2.419 eV nm
  mean phonon number: 0.0778
  field depth v/w_s: 432 nm
  occupation at 300 K: 0.0030
  finite path / long path: 1.004
image energy, phonon part: -2.844 meV
image energy, electronic: -4.258 meV
image energy, static total: -7.102 meV
mean phonon number, both modes: 0.1075
same from dielectric loss, width 0.2 meV: 0.1074
assumed band width: 6.0 meV
damped / undamped loss: 0.982
retarded / unretarded loss: 1.028
probability of two or more phonons: 0.00538
deflection by image force: 0.051 nm
recoil energy at q=1/(2z): 0.0100 meV
weak third band, 100 meV, strength 0.10:
  surface energy 101.09 meV, weight 0.00465
  total weight with it: 0.12258
```
